# Transmission through an inverted-parabola constriction, and one half at its top

## 1. What dimensions and symmetry already fix

An electron of effective mass $m$ moves along the axis $x$ of a narrow constriction. Near the narrowest point its potential energy is

$$V(x)=V_{\rm top}-\tfrac12 m\omega^2x^2 .$$

The frequency $\omega$ measures the curvature; nothing oscillates. The transmission probability $T$ can depend on $E-V_{\rm top}$, $\hbar$, $\omega$ and $m$. Consider a dimensionless product $(E-V_{\rm top})^a\hbar^b\omega^c m^d$. Powers of length require $2a+2b=0$, and powers of mass require $a+b+d=0$, so $d=0$. Powers of time then give $c=-a$. The one available variable is

$$\varepsilon=\frac{E-V_{\rm top}}{\hbar\omega},\qquad T=F(\varepsilon).$$

At the barrier top $\varepsilon=0$, so $T$ is a pure number, the same for every mass and curvature.

A symmetry suggests which number. With $\xi=x/\ell$ and $\ell=\sqrt{\hbar/(m\omega)}$, the Schrödinger equation $-\frac{\hbar^2}{2m}\psi''+V\psi=E\psi$, divided by $-\hbar\omega/2$, becomes

$$\frac{d^2\psi}{d\xi^2}+(\xi^2+2\varepsilon)\psi=0. \tag{1}$$

Under a Fourier transform to the variable $p$, $d^2/d\xi^2$ becomes $-p^2$ and $\xi^2$ becomes $-d^2/dp^2$. Equation (1) turns into $\phi''+(p^2-2\varepsilon)\phi=0$: the same equation with $\varepsilon$ reversed. In phase space the transform is a quarter turn, which carries a transmitted path into a reflected one. This suggests $T(\varepsilon)=R(-\varepsilon)$, where $R$ is the reflection probability, and hence $T=R=\tfrac12$ at the top. The calculation below proves it and finds the whole function:

$$\boxed{T(E)=\frac{1}{1+\exp[-2\pi(E-V_{\rm top})/\hbar\omega]}} \tag{2}$$

The assumptions are coherent motion in one transverse mode, constant mass, and a parabola that continues without limit. $V_{\rm top}$ includes the transverse zero-point energy of the mode.

## 2. Waves far from the barrier

The potential never levels off, so there are no plane waves at large distance. To find what replaces them, try $\psi=e^{i\xi^2/2}\xi^{s}$ for large $\xi$. Then

$$\frac{\psi''}{\psi}=\left(i\xi+\frac s\xi\right)^2+i-\frac{s}{\xi^2}=-\xi^2+i(2s+1)+O(\xi^{-2}).$$

Equation (1) requires $-\xi^2-2\varepsilon$, so $s=-\tfrac12+i\varepsilon$. The complex conjugate is the second solution. On either side the far waves are

$$A\,|\xi|^{-1/2\pm i\varepsilon}e^{\pm i\xi^2/2}. \tag{3}$$

The particle flux is proportional to $J={\rm Im}(\psi^*\psi')$, which equals $|\psi|^2$ times the derivative of the phase. The phase in (3) is $\pm(\xi^2/2+\varepsilon\ln|\xi|)$ plus a constant, so

$$J=\frac{|A|^2}{|\xi|}\left[\pm\left(\xi+\frac{\varepsilon}{\xi}\right)\right]\to\pm\,{\rm sign}(\xi)\,|A|^2 .$$

The upper sign therefore travels outward on both sides: to the right for $\xi>0$, to the left for $\xi<0$. The lower sign travels inward. Each wave carries a flux of size $|A|^2$, because the falling density $1/|\xi|$ is compensated by the growing speed.

For a sum of both waves on one side, the cross terms in $\psi^*\psi'$ are real at leading order, so the fluxes subtract. Moreover $J'={\rm Im}(\psi^*\psi'')=0$, since (1) makes $\psi''$ a real multiple of $\psi$. For a wave incident from the left, with amplitudes $A_i,A_r,A_t$, this gives

$$|A_i|^2-|A_r|^2=|A_t|^2,\qquad T=\frac{|A_t|^2}{|A_i|^2},\quad R=\frac{|A_r|^2}{|A_i|^2},\quad T+R=1. \tag{4}$$

## 3. An exact solution as an integral

We need the solution that is purely outgoing on the right. Write $\psi=e^{i\xi^2/2}w$. Then $\psi''=e^{i\xi^2/2}(w''+2i\xi w'+iw-\xi^2w)$, and (1) becomes

$$w''+2i\xi w'+(i+2\varepsilon)w=0. \tag{5}$$

The coefficients are at most linear in $\xi$, so a Fourier-type integral $w=\int f(t)e^{i\xi t}dt$ leads to a first-order equation for $f$. The first term is $w''=-\int t^2f e^{i\xi t}dt$. In the second, use $\xi e^{i\xi t}=-i\,\frac{d}{dt}e^{i\xi t}$ and integrate by parts:

$$2i\xi w'=-2\int tf\,\xi e^{i\xi t}dt=2i\big[tfe^{i\xi t}\big]-2i\int (tf)'e^{i\xi t}dt .$$

If the boundary term vanishes, (5) holds when

$$-t^2f-2i(f+tf')+(i+2\varepsilon)f=0\;\Rightarrow\;\frac{f'}{f}=\frac{it}{2}-\frac{1}{2t}-\frac{i\varepsilon}{t}.$$

Integrating gives $f=t^{-1/2-i\varepsilon}e^{it^2/4}$, and therefore

$$\psi(\xi)=e^{i\xi^2/2}\int_0^{\infty e^{i\pi/4}}t^{-1/2-i\varepsilon}\,e^{it^2/4+i\xi t}\,dt . \tag{6}$$

The path is the ray $t=e^{i\pi/4}s$, on which $e^{it^2/4}=e^{-s^2/4}$. The integral converges absolutely for every $\xi$ and may be differentiated under the integral sign. The boundary term vanishes at infinity because of the Gaussian, and at $t=0$ because $tf\sim t^{1/2}$ in size. Equation (6) is thus an exact solution.

## 4. Right side: one outgoing wave

Let $\xi>0$. Turn the ray from $45^\circ$ to the positive imaginary axis. With $t=re^{i\theta}$ and $\pi/4\le\theta\le\pi/2$,

$$|e^{it^2/4}|=e^{-r^2\sin(2\theta)/4}\le1,\qquad |e^{i\xi t}|=e^{-\xi r\sin\theta},$$

so the distant arc contributes nothing. On the new path $t=is$, and

$$t^{-1/2-i\varepsilon}dt=i^{1/2-i\varepsilon}s^{-1/2-i\varepsilon}ds,\qquad i^{1/2-i\varepsilon}=e^{\frac{i\pi}{2}(\frac12-i\varepsilon)}=e^{i\pi/4}e^{\pi\varepsilon/2}.$$

The integral becomes

$$e^{i\pi/4}e^{\pi\varepsilon/2}\int_0^\infty s^{-1/2-i\varepsilon}e^{-\xi s}e^{-is^2/4}ds .$$

For large $\xi$ only $s\lesssim1/\xi$ matters. Since $|e^{-is^2/4}-1|\le s^2/4$, replacing that factor by 1 costs a relative error of order $1/\xi^2$. The definition of the Gamma function, $\int_0^\infty s^{z-1}e^{-\xi s}ds=\Gamma(z)\xi^{-z}$ with $z=\tfrac12-i\varepsilon$, then gives

$$\psi\to\Gamma(\tfrac12-i\varepsilon)\,e^{i\pi/4}e^{\pi\varepsilon/2}\;\xi^{-1/2+i\varepsilon}e^{i\xi^2/2}. \tag{7}$$

By (3) this is outgoing, with no incoming partner. Its flux is $|A_t|^2=|\Gamma(\tfrac12-i\varepsilon)|^2e^{\pi\varepsilon}$.

## 5. Left side: incident and reflected waves

Let $\xi=-\eta$ with $\eta>0$. The exponent in (6) is now $it^2/4-i\eta t$, which is stationary at $t=2\eta$. Deform the path into two pieces: from $0$ down the imaginary axis to $-2i\eta$, then along the $45^\circ$ line through $2\eta$. That line does meet the axis at $-2i\eta$, because $2\eta+e^{i\pi/4}(-2\sqrt2\,\eta)=-2i\eta$. Far out, the old and new paths are parallel and the Gaussian suppresses the link between them. No singularity is crossed, since the branch point $t=0$ stays at the start of the path.

**First piece.** Here $t=-is$, so $e^{-i\eta t}=e^{-\eta s}$ and $e^{it^2/4}=e^{-is^2/4}$. The calculation is that of section 4 with $i$ replaced by $-i$ in the prefactor:

$$(-i)^{1/2-i\varepsilon}=e^{-i\pi/4}e^{-\pi\varepsilon/2}.$$

Ending at $s=2\eta$ instead of infinity changes the result by a term of order $e^{-2\eta^2}$. The contribution is

$$\Gamma(\tfrac12-i\varepsilon)\,e^{-i\pi/4}e^{-\pi\varepsilon/2}\;\eta^{-1/2+i\varepsilon}e^{i\eta^2/2}, \tag{8}$$

which travels outward on the left. It is the reflected wave, with $|A_r|^2=|\Gamma(\tfrac12-i\varepsilon)|^2e^{-\pi\varepsilon}$.

**Second piece.** Put $t=2\eta+\delta$ with $\delta=e^{i\pi/4}s$. Then

$$\tfrac i4(2\eta+\delta)^2-i\eta(2\eta+\delta)=-i\eta^2+\tfrac i4\delta^2=-i\eta^2-\tfrac14s^2 .$$

The integrand is a Gaussian in $s$ times the slowly varying power of $t$, which to leading order is $(2\eta)^{-1/2-i\varepsilon}$. With $\int e^{-s^2/4}ds=2\sqrt\pi$ and the prefactor $e^{i\eta^2/2}$, the contribution is

$$2\sqrt\pi\,e^{i\pi/4}(2\eta)^{-1/2-i\varepsilon}e^{-i\eta^2/2}. \tag{9}$$

This travels inward: it is the incident wave, with $|A_i|^2=4\pi/2=2\pi$.

The size of the neglected terms can be followed. In (7), the next term of $e^{-is^2/4}$ gives a relative correction of magnitude $|(\tfrac12-i\varepsilon)(\tfrac32-i\varepsilon)|/4\xi^2$. For $\varepsilon=0.3$ and $\xi=8$ this is $0.0035$. Direct evaluation of (6) differs from (7) by $0.00347$ relative to the outgoing wave.

## 6. The transmission probability

Dividing the two outgoing fluxes removes the Gamma function:

$$\frac TR=\frac{|A_t|^2}{|A_r|^2}=e^{2\pi\varepsilon}. \tag{10}$$

With $R=1-T$ from (4), $T=e^{2\pi\varepsilon}(1-T)$, so $T=e^{2\pi\varepsilon}/(1+e^{2\pi\varepsilon})$, which is (2). The corrections of order $1/\xi^2$ vanish at infinite distance, where the fluxes are defined, so no approximation remains.

At $\varepsilon=0$ the factors $e^{\pm\pi\varepsilon/2}$ in (7) and (8) are both 1. The outgoing waves on the two sides have equal magnitude, and the incident flux divides equally:

$$T(V_{\rm top})=R(V_{\rm top})=\tfrac12 .$$

A classical particle with this energy would approach the top ever more slowly and never reach a decision. The wave has a spread of position and momentum around the top, and it leaves equally on both sides.

The incident amplitude offers a second route: $T=|\Gamma(\tfrac12-i\varepsilon)|^2e^{\pi\varepsilon}/2\pi$. At $\varepsilon=0.3$ this gives $0.86818$, and direct numerical integration of the Schrödinger equation gives $0.86819$.

## 7. Limits

**Near the top.** Expanding (2) gives $T\approx\tfrac12+\tfrac{\pi}{2}\varepsilon$. The change from reflection to transmission occupies an energy range of order $\hbar\omega$. As $\hbar\omega\to0$ at fixed $E-V_{\rm top}$, (2) becomes the classical step from 0 to 1.

**Far below.** For $\varepsilon\ll-1$, $T\approx e^{-2\pi|\varepsilon|}$. This is the usual tunnelling exponential. To see it, let the barrier stand $\Phi$ above the energy considered and have width $t_B$ there. Then $\tfrac12m\omega^2(t_B/2)^2=\Phi$, or

$$\hbar\omega=\frac1{t_B}\sqrt{\frac{8\Phi\hbar^2}{m}} . \tag{11}$$

With $\kappa=\sqrt{2m\Phi[1-(2x/t_B)^2]}/\hbar$, the integral of the square root is the area of a half-ellipse, and

$$S=2\int_{-t_B/2}^{t_B/2}\kappa\,dx=\frac{2\sqrt{2m\Phi}}{\hbar}\cdot\frac{\pi t_B}{4}=\frac{2\pi\Phi}{\hbar\omega}.$$

Below the top, (2) therefore reads $T=e^{-S}/(1+e^{-S})$. The exponential alone tends to 1 at the top, twice the true value.

**Far above.** $R\approx e^{-2\pi\varepsilon}$: a small reflection survives where a classical particle would always pass.

## 8. From transmission to conductance

States of wavenumber $k$ and velocity $v=\hbar^{-1}dE/dk$, with two spins, carry a current $2e\int vTf\,dk/2\pi=(2e/h)\int Tf\,dE$ from a contact with occupation $f$. The opposite contact subtracts its own current. For a small voltage $U$, $f_L-f_R\approx eU(-\partial f/\partial E)$, so

$$G=\frac{2e^2}{h}\int T(E)\left(-\frac{\partial f}{\partial E}\right)dE . \tag{12}$$

From (2), $T-\tfrac12$ is odd about the barrier top. The thermal weight is even about the Fermi level. If the two coincide, the odd part integrates to zero and $G=\tfrac12(2e^2/h)$ at every temperature, within this one-mode model.

## 9. A filament neck in hafnium oxide

Take illustrative values for a partly reset filament in a resistive memory cell: $\Phi=0.40$ eV above the Fermi level, $t_B=1.00$ nm, $m=0.50$ free-electron masses, and a read voltage of $0.10$ V. With $\hbar^2/m_e=0.0762$ eV nm$^2$ for the free-electron mass $m_e$, equation (11) gives

$$\hbar\omega=\frac{1}{1.00}\sqrt{\frac{8(0.40)(0.0762)}{0.50}}\ {\rm eV}=0.6983\ {\rm eV}.$$

At the Fermi level $S=2\pi(0.40)/0.6983=3.599$, $e^{-S}=0.02735$, and $T=0.02735/1.02735=0.0266$. Direct integration at five energies from $0.4$ eV below to $0.4$ eV above the top agrees with (2) within $3\times10^{-5}$ in $T$, and gives $0.49999$ at the top.

The conductance quantum is $77.48\ \mu$S. If the neck changes so that its top meets the Fermi level, $G=38.7\ \mu$S, or $25.8$ k$\Omega$. With the top $0.40$ eV higher, $G=77.48\times0.0266=2.06\ \mu$S at zero temperature.

**Temperature.** Let $\alpha=2\pi/\hbar\omega=9.00$ eV$^{-1}$. From (2), $T'=\alpha T(1-T)$ and

$$T''=\alpha^2T(1-T)(1-2T),$$

which is positive below the top. Thermal spread therefore raises the average: $G$ becomes $2.24\ \mu$S at 300 K and $2.32\ \mu$S at 358 K, increases of 9 % and 12 %.

**Read voltage.** A uniform force $F$ adds $-Fx$ to $V$. Completing the square,

$$-\tfrac12m\omega^2x^2-Fx=-\tfrac12m\omega^2\left(x+\frac{F}{m\omega^2}\right)^2+\frac{F^2}{2m\omega^2}.$$

The curvature is unchanged. With $F=eU/t_B$ and $m\omega^2=8\Phi/t_B^2$, the top rises by $(eU)^2/16\Phi=0.01/6.4$ eV $=1.6$ meV, measured from the midpoint of the two Fermi levels. This lowers $T$ there by 1.4 %. Against it, averaging $T$ over the voltage window raises it by about $T''(eU)^2/24T$, or 3 %. The net effect agrees with the computed 300 K current of $0.228\ \mu$A: the ratio $I/U=2.28\ \mu$S lies 1.7 % above the linear value. These figures assume a field that extends without limit and a voltage shared equally by the two sides of the neck. If the drop is confined to $t_B$, the net rise is 2.3 %. If it is shared 60/40, the top moves by $10$ meV, at first order in $U$, and $I/U$ lies 7 % below or 11 % above the linear value, depending on polarity. In a real cell this asymmetry can outweigh both effects above.

## 10. Where the half stops being exact

**Barriers that level off.** Replace the parabola by a barrier proportional to ${\rm sech}^2(x/a)$, with the same top and curvature but flat leads. With the lead band bottom $2$ eV below the Fermi level, $T$ at the top is $0.529$; with $8$ eV it is $0.508$. The half is exact for the unlimited parabola. For this levelled barrier it is approached as the parabolic region deepens. At the Fermi level the $2$ eV case gives $0.0254$ in place of $0.0266$.

**More modes.** In a separable saddle every transverse mode obeys (2) with its own top. For a round neck with transverse spacing $1$ eV and the same curvature for every mode, the next two modes add $2.5\times10^{-4}$ to the total transmission when the first is at one half. If the barrier comes from the transverse energy itself, as in the next paragraph, the higher modes have a more sharply curved barrier and add more.

**Changing width.** Suppose the barrier is itself the zero-point energy $\hbar\omega_\perp(x)$ of a round harmonic neck. The transverse ground state is $\phi=e^{-r^2/2b^2}/(\sqrt\pi\,b)$, with $b^2=\hbar/m\omega_\perp$. Its change along the axis adds an energy $\frac{\hbar^2}{2m}\langle(\partial_x\phi)^2\rangle$, where the bracket means integration over the cross-section. Since $\partial_b\phi=(r^2/b^2-1)\phi/b$, and $r^2/b^2$ is exponentially distributed with mean and variance 1, the bracket is $(b'/b)^2$. Near the neck $b'/b\approx m\omega^2x/2\hbar\omega_\perp$, so the added energy is

$$\tfrac12m\omega^2x^2\left(\frac{\hbar\omega}{2\hbar\omega_\perp}\right)^2 .$$

It removes $(0.698/2)^2=12\,\%$ of the curvature and lowers $T$ at the Fermi level from $0.0266$ to $0.0210$. Because the added energy is quadratic in $x$ near the neck, the barrier remains a parabola with the same top, and to this order the half at the top is intact. Farther from the neck the term is no longer quadratic. A zero-point energy also cannot fall below zero, so with $\hbar\omega_\perp=1$ eV at the neck this barrier must level off within $1$ eV of its top, and the half is then only approximate. Coupling between transverse modes is omitted, which makes this a rough size. For a neck with the same top and curvature whose $\hbar\omega_\perp$ falls as ${\rm sech}^2$ from $1$ eV to $0.2$ eV, $T$ at the top is about $0.59$ for one mode and $0.60$ with the modes coupled. At the Fermi level it is $0.020$ without the added energy, $0.015$ with the full term, and $0.017$ once coupling is included. For this profile the reduction of about a fifth carries over, but the value $0.0210$ does not.

**The real device.** A barrier of some tenths of an eV and about a nanometre is a plausible effective description of a filament gap, not a measured profile. The mean field here, $1$ MV/cm, is below the several MV/cm at which thin hafnium oxide roughly breaks down. A real filament is a disordered arrangement of atoms, so a constant mass and a smooth parabola are the assumptions most clearly broken. The numbers are sensitive to them: doubling $m$ with $\Phi$ and $t_B$ held fixed lowers $T$ at the Fermi level to $0.0061$, by a factor of about 4. Lighter masses are also used for tunnelling in this oxide, and $m=0.1$ raises $T$ to $0.17$, about six times the value in section 9. Charge rearrangement, atomic disorder and inelastic scattering are not computed here. For the unlimited parabola the value at the top does not depend on $m$; for a barrier that levels off it does. Moreover, a measured conductance near half a quantum does not by itself prove alignment with a barrier top, because two modes with $T=\tfrac14$ each give the same number. The remaining values are in the numerical output.

## Computed values

```
barrier top above Fermi level: 0.40 eV
barrier width at Fermi level: 1.00 nm
effective mass: 0.50 free-electron masses
barrier quantum hbar*omega: 0.6983 eV
length sqrt(hbar/(m omega)): 0.4672 nm
steepness 2 pi/(hbar omega): 8.997 1/eV
E-V_top = -0.4 eV: T formula 0.02662, T integrated 0.02663
E-V_top = -0.2 eV: T formula 0.14192, T integrated 0.14191
E-V_top = +0.0 eV: T formula 0.50000, T integrated 0.49999
E-V_top = +0.2 eV: T formula 0.85808, T integrated 0.85810
E-V_top = +0.4 eV: T formula 0.97338, T integrated 0.97337
tunnelling exponent at Fermi level: 3.5989 (no unit)
tunnelling exponential alone: 0.02735 (no unit)
contour solution, equation residual: 2.6e-09 (relative)
far-field error at xi = +4, eps = 0.3: 0.01367 (relative)
far-field error at xi = +8, eps = 0.3: 0.00347 (relative)
far-field error at xi = -4, eps = 0.3: 0.01566 (relative)
far-field error at xi = -8, eps = 0.3: 0.00222 (relative)
T at eps = 0.3: Gamma form 0.86818, integrated 0.86819
conductance quantum 2e^2/h: 77.481 microsiemens
G, Fermi level at top, 300 K: 38.740 microsiemens
resistance, Fermi level at top: 25.813 kiloohm
G, top 0.4 eV above, zero temperature: 2.0629 microsiemens
G, top 0.4 eV above, 300 K: 2.2391 microsiemens
G, top 0.4 eV above, 358 K: 2.3177 microsiemens
thermal gain at 300 K: 8.54 %
thermal gain at 358 K: 12.35 %
read voltage: 0.10 V
mean field in the neck: 1.00 MV/cm
rise of barrier top by the field: 1.563 meV
change of T at Fermi level by tilt: -1.36 %
read current at 300 K with tilt: 0.2276 microampere
read current / voltage: 2.2764 microsiemens
lead band bottom below Fermi level: 2.0 eV
levelled barrier, T at top: 0.5286 (no unit)
levelled barrier, T at Fermi level: 0.02537 (no unit)
levelled, leads 8 eV deep, T at top: 0.5082
transverse spacing: 1.00 eV
transverse length at neck: 0.390 nm
next two modes, added T at first top: 2.47e-04 (no unit)
adiabatic term, loss of curvature: 12.2 %
T at Fermi level with that loss: 0.02103 (no unit)
T at Fermi level with doubled mass: 0.00612 (no unit)
```
